# High-energy limit of damage energy in Robinson's fit for silicon

## The fit, its limit and the approach to it

In Robinson's fit to the Lindhard partition, a silicon atom set in motion in silicon with recoil energy $E$ gives to atomic motion a damage energy

$$T(E)=\frac{E}{1+k\,g(\varepsilon)},\qquad g(\varepsilon)=3.4008\,\varepsilon^{1/6}+0.40244\,\varepsilon^{3/4}+\varepsilon,\qquad \varepsilon=\frac{E}{E_L}. \tag{1}$$

It rises with $E$ at every energy, stays below $E_L/k$, and tends to that value:

$$\lim_{E\to\infty}T(E)=\frac{E_L}{k}\approx 280\ \text{keV}. \tag{2}$$

The limit belongs to the model and is not a ceiling on the damage that a real ion can do. The fit comes within 1 % of it only near $10^8$ keV (100 GeV), and the electronic stopping law on which the fit rests fails near $2\times10^4$ keV.

A recoil loses energy in two ways. It excites electrons, and it knocks other atoms, which move off and divide their own energy in the same two ways. When the cascade has come to rest, the energy handed to electrons by all its members has been lost for the displacement of atoms. The remainder is the damage energy $T$. Equation (1) is a smooth formula fitted to the solution of Lindhard's equation for this division. Its constants $E_L$ and $k$ describe the atomic collisions and the electronic stopping, and both can be worked out for a moving atom and a target of the same element, with atomic number $Z$, atomic mass $M$ and relative atomic mass $A$. The target atoms are taken to lie at random, and the energy spent in breaking bonds is ignored.

The energy unit $E_L$ is the recoil energy at which two bare nuclei, meeting head-on, would come as close as the length over which electrons screen them. Let $e^2$ be the squared elementary charge in Gaussian form, so that two bare nuclei at distance $r$ have the potential energy $Z^2e^2/r$. For equal masses and a target at rest, half of $E$ belongs to the motion of the centre of mass, so that $E/2$ is available in the relative motion. In a head-on collision of bare nuclei the distance of closest approach $b$ follows from

$$\frac{Z^2e^2}{b}=\frac{E}{2},\qquad\text{so}\qquad b=\frac{2Z^2e^2}{E}.$$

The electrons screen the nuclear charges over a length $a$, for which the Thomas–Fermi model with Lindhard's combination rule gives, for equal atoms,

$$a=\frac{c\,a_0}{\sqrt2\,Z^{1/3}},\qquad c=\left(\frac{9\pi^2}{128}\right)^{1/3}=0.8853, \tag{3}$$

where $a_0$ is the Bohr radius. The reduced energy is defined as the ratio of the two lengths:

$$\varepsilon=\frac ab=\frac{aE}{2Z^2e^2}=\frac{E}{E_L},\qquad E_L=\frac{2Z^2e^2}{a}. \tag{4}$$

When $\varepsilon$ is small, screening governs the collision. When it is large, a close collision is nearly one of bare nuclei. Putting (3) into (4) gives

$$E_L=\frac{2\sqrt2}{c}\,\frac{e^2}{a_0}\,Z^{7/3}=0.08693\,Z^{7/3}\ \text{keV}. \tag{5}$$

For silicon, $Z=14$ and $A=28.085$. The screening length is $a=0.01375$ nm, and with $e^2=1.440\times10^{-3}$ keV nm equation (4) gives

$$E_L=\frac{2\times14^2\times1.440\times10^{-3}}{0.01375}\ \text{keV}\approx41.1\ \text{keV}.$$

With unrounded inputs the value is 41.07 keV.

The constant $k$ comes from electronic stopping. At speeds $v$ well below those of most of the atom's electrons, the Lindhard–Scharff model makes the stopping proportional to speed. Its cross-section, the energy lost to electrons per unit path divided by the number of atoms per unit volume, is for equal partners

$$S_e=8\pi e^2a_0\,Z^{1/6}\,\frac{Z^2}{(2Z^{2/3})^{3/2}}\,\frac{v}{v_0}
=\frac{8\pi}{2^{3/2}}\,e^2a_0\,Z^{7/6}\,\frac{v}{v_0}. \tag{6}$$

Here $v_0$ is the Bohr speed. The second form follows because $(2Z^{2/3})^{3/2}=2^{3/2}Z$, which leaves the power $1/6+2-1=7/6$. The factor $Z^{1/6}$ is part of the model and is taken over as it stands.

To write this in reduced units, measure energy in $E_L$ and path by $\rho=N\pi a^2x$, with $N$ the number of atoms per unit volume and $x$ the distance travelled. The reduced electronic stopping is then $S_e/(\pi a^2E_L)$. The speed is expressed through the energy. Since $E=Mv^2/2$ and $m_ev_0^2=e^2/a_0$, with $m_e$ the electron mass,

$$\frac{v^2}{v_0^2}=\frac{2E}{M}\,\frac{m_ea_0}{e^2}
=\frac{2m_ea_0}{Me^2}\,\frac{2Z^2e^2}{a}\,\varepsilon
=4Z^2\,\frac{m_e}{M}\,\frac{a_0}{a}\,\varepsilon .$$

The square root gives $v/v_0=2Z(m_e/M)^{1/2}(a_0/a)^{1/2}\varepsilon^{1/2}$. The denominator of the reduced stopping is $\pi a^2E_L=2\pi aZ^2e^2$. Therefore

$$\frac{S_e}{\pi a^2E_L}
=\frac{8\pi}{2^{3/2}}\,\frac{e^2a_0Z^{7/6}}{2\pi aZ^2e^2}\;2Z\left(\frac{m_e}{M}\right)^{1/2}\left(\frac{a_0}{a}\right)^{1/2}\varepsilon^{1/2}
=k\,\varepsilon^{1/2},$$

$$k=2^{3/2}Z^{1/6}\left(\frac{a_0}{a}\right)^{3/2}\left(\frac{m_e}{M}\right)^{1/2}. \tag{7}$$

The numerical factors are $8/2^{3/2}=2^{3/2}$, and the powers of $Z$ add to $7/6-2+1=1/6$. From (3), $c^{3/2}=(9\pi^2/128)^{1/2}=3\pi/(8\sqrt2)$, so that

$$\left(\frac{a_0}{a}\right)^{3/2}=\frac{2^{3/4}Z^{1/2}}{c^{3/2}}=2^{3/4}\,\frac{8\sqrt2}{3\pi}\,Z^{1/2}.$$

Since $2^{3/2}\times8\sqrt2=32$, equation (7) becomes

$$k=2^{3/4}\,\frac{32}{3\pi}\,Z^{2/3}\left(\frac{m_e}{M}\right)^{1/2}
=0.1337\,\frac{Z^{2/3}}{A^{1/2}}. \tag{8}$$

The same expression can be arranged as $0.1337\,Z^{1/6}(Z/A)^{1/2}$. For silicon it gives $k=0.1466$, or 0.14655 when the constant is taken as 0.1337. The mass enters because a heavier atom of the same energy moves more slowly and loses less to electrons.

The limit can now be read off. Dividing the numerator and denominator of (1) by $k\varepsilon$, and using $E=\varepsilon E_L$, gives

$$T=\frac{E_L}{k}\;\frac{1}{1+0.40244\,\varepsilon^{-1/4}+3.4008\,\varepsilon^{-5/6}+1/(k\varepsilon)}. \tag{9}$$

Every term after the first in the denominator is positive and vanishes as $\varepsilon\to\infty$. This shows at once that $T<E_L/k$ and that $T\to E_L/k$. For silicon,

$$\frac{E_L}{k}=\frac{41.066\ \text{keV}}{0.14655}=280.2\ \text{keV}.$$

With (5) and (8) the limit for any element recoiling in itself is

$$\frac{E_L}{k}=0.650\,Z^{5/3}A^{1/2}\ \text{keV}, \tag{10}$$

the power of $Z$ being $7/3-2/3=5/3$.

The last term of $g$ decides the outcome. It is linear in $\varepsilon$, so at high energy the denominator in (1) grows in proportion to $E$ and cancels the growth of the numerator. Had $g$ grown more slowly than $\varepsilon$, $T$ would have risen without bound; had it grown faster, $T$ would have passed through a maximum and fallen. The saturation of (1) is thus written into the form of the fit, and whether the underlying theory also has it is a separate question.

A limit approached from below does not by itself exclude a maximum and a minimum on the way. The slope excludes them. Put $D=1+kg$, so that $T/E_L=\varepsilon/D$. Since $E$ and $T$ are measured in the same unit,

$$\frac{dT}{dE}=\frac{d}{d\varepsilon}\frac{\varepsilon}{D}=\frac{D-\varepsilon kg'}{D^2}=\frac{1+k(g-\varepsilon g')}{(1+kg)^2}.$$

For a term $\varepsilon^p$ in $g$, the combination $g-\varepsilon g'$ yields $(1-p)\varepsilon^p$. The linear term drops out, and the others are multiplied by $5/6$ and $1/4$:

$$\frac{dT}{dE}=\frac{1+k\left(2.8340\,\varepsilon^{1/6}+0.10061\,\varepsilon^{3/4}\right)}{(1+kg)^2}>0. \tag{11}$$

The damage energy therefore rises throughout, and its limit is never reached at a finite energy. The fraction $T/E=1/(1+kg)$ behaves in the opposite way: it falls steadily because $g$ increases. A more energetic recoil does more damage in total, but less for each unit of its energy.

At low energy the denominator of (1) tends to one and $T\to E$. In this limit the electronic losses become negligible and the energy stays in atomic motion. The first departure is $1-T/E\approx3.4008\,k\,\varepsilon^{1/6}$. Because of the small power, this electronic share fades slowly as the energy is lowered: at 0.1 keV equation (1) still gives about 16 %.

As an example, take $E=1000$ keV. Then $\varepsilon=1000/41.066=24.35$, and the three terms of $g$ are 5.79, 4.41 and 24.35, with the sum 34.55. Hence

$$T=\frac{1000\ \text{keV}}{1+0.14655\times34.55}=\frac{1000\ \text{keV}}{6.063}=164.9\ \text{keV}.$$

Other energies give the following values.

| $E$ (keV) | $\varepsilon$ | $T$ (keV) | $kT/E_L$ |
|---:|---:|---:|---:|
| 10 | 0.2435 | 6.90 | 0.025 |
| 100 | 2.435 | 48.8 | 0.174 |
| 1000 | 24.35 | 164.9 | 0.589 |
| $10^4$ | 243.5 | 240.6 | 0.859 |
| $10^5$ | 2435 | 263.1 | 0.939 |
| $10^6$ | 24350 | 271.2 | 0.968 |

Between 10 and 100 keV the damage energy grows sevenfold. Between $10^5$ and $10^6$ keV it grows by 3 %. The curve has flattened, yet it is still 3 % short of its limit.

The reason for this slow end is the term $0.40244\,\varepsilon^{-1/4}$ in (9), which outlasts the other two. To find the energy at which $T$ has reached a fraction $p$ of the limit, set the denominator in (9) equal to $1/p$. When $p$ is close enough to one for the slowest term to dominate,

$$0.40244\,\varepsilon^{-1/4}\approx\frac1p-1=\frac{1-p}{p},\qquad
\varepsilon\approx\left(0.40244\,\frac{p}{1-p}\right)^4. \tag{12}$$

In this regime, halving the remaining deficit takes about sixteen times the energy. For $p=0.99$ the bracket is $0.40244\times99=39.84$, whose fourth power is $2.52\times10^6$. Multiplication by $E_L$ gives $1.035\times10^8$ keV. A numerical root of (9) with all its terms gives $1.042\times10^8$ keV, which differs by less than 1 %.

Equation (12) is of no use for the earlier part of the rise. Half the limit is reached at 628 keV, where $\varepsilon=15.3$. The three small terms in (9) are there 0.20, 0.35 and 0.45 in the order written, and the slowest of them is the smallest. Nine tenths of the limit is reached at $2.36\times10^4$ keV, again from the full expression. The step from 50 to 90 % thus takes a factor of about 40 in energy, and the step from 90 to 99 % a factor of about 4400.

## Why the theory saturates and where it fails

The first half treated a silicon atom of energy $E$ stopping in silicon. Energies are measured in $E_L=2Z^2e^2/a=41.07$ keV, where $a$ is the screening length, and $\varepsilon=E/E_L$. Electronic stopping in reduced units is $k\varepsilon^{1/2}$ with $k=0.1466$. Robinson's fit for the damage energy $T$ rises steadily towards $E_L/k=280$ keV, with a relative deficit that finally falls as $0.40244\,\varepsilon^{-1/4}$. The masses of the atom and the electron are $M$ and $m_e$, and $v_0$ is the Bohr speed.

That the fit saturates follows from its algebraic form. To see whether the theory behind it does so too, one needs Lindhard's equation. Let $\nu(\varepsilon)=T/E_L$ be the reduced damage energy, and let $d\sigma$ be the cross-section, in units of $\pi a^2$, for passing a reduced energy between $\tau$ and $\tau+d\tau$ to a struck atom. For equal masses $\tau$ runs from 0 to $\varepsilon$. Over a short reduced path $d\rho$ the atom either makes such a collision, with probability $d\rho\,d\sigma$, or it makes none and loses only $k\varepsilon^{1/2}d\rho$ to electrons. After a collision there are two moving atoms, and their damage energies add. The average damage energy must be the same whether it is counted before or after this path:

$$\nu(\varepsilon)=d\rho\int d\sigma\,[\nu(\varepsilon-\tau)+\nu(\tau)]
+\left(1-d\rho\int d\sigma\right)\nu\!\left(\varepsilon-k\varepsilon^{1/2}d\rho\right).$$

Expand the last factor to first order in $d\rho$ and write $u=d\nu/d\varepsilon$. The terms $\nu(\varepsilon)$ cancel, and division by $d\rho$ leaves

$$k\varepsilon^{1/2}u(\varepsilon)=\int d\sigma\,\left[\nu(\varepsilon-\tau)-\nu(\varepsilon)+\nu(\tau)\right]. \tag{13}$$

The total cross-section diverges for vanishing transfers, so the balance is first drawn up with a small lower cut-off in $\tau$. In (13) the bracket vanishes in proportion to $\tau$, while $d\sigma$ grows only as $\tau^{-4/3}d\tau$, so the integral converges and the cut-off can be removed. The equation assumes that electronic and atomic losses occur independently, that electronic losses come in small steps, and that excited electrons do not set atoms moving.

The cross-section for a screened Coulomb force depends, to a good approximation, on the single variable $x=(\varepsilon\tau)^{1/2}$:

$$d\sigma=\frac{f(x)}{x^2}\,dx,\qquad
f(x)=1.309\,x^{1/3}\left[1+\left(2.618\,x^{4/3}\right)^{2/3}\right]^{-3/2}. \tag{14}$$

This $f$ is an analytic form for Thomas–Fermi atoms. For large $x$ the one in the bracket can be dropped, and $f\to1.309\,x^{1/3}/(2.618\,x^{4/3})=1/(2x)$. With $x^2=\varepsilon\tau$, so that $dx=\varepsilon\,d\tau/(2x)$, the cross-section becomes

$$d\sigma\to\frac{dx}{2x^3}=\frac{\varepsilon\,d\tau}{4x^4}=\frac{d\tau}{4\varepsilon\tau^2}, \tag{15}$$

which is Rutherford's law for bare nuclei.

Saturation can be shown from (13) if $\nu$ does not decrease with energy, which is assumed here on physical grounds. Then $\nu(\varepsilon-\tau)-\nu(\varepsilon)\le0$, and dropping this part can only increase the right-hand side. Moreover $\nu(\tau)\le\tau$, because the damage energy cannot exceed the energy supplied. Hence

$$k\varepsilon^{1/2}u\le J\le S_n,\qquad J=\int d\sigma\,\nu(\tau),\qquad
S_n=\int d\sigma\,\tau=\frac1\varepsilon\int_0^\varepsilon f(x)\,dx. \tag{16}$$

The last form uses $\tau=x^2/\varepsilon$. Since $f\to1/(2x)$, the nuclear stopping $S_n$ behaves at high energy as $(\ln\varepsilon+\text{constant})/(2\varepsilon)$. The slope $u$ is therefore at most of order $\ln\varepsilon/\varepsilon^{3/2}$. Its integral to infinity is finite, so $\nu$ has a finite limit.

The physical content is a competition between two rates. As the recoil becomes faster, it hands less damage energy to struck atoms per unit path, roughly as $1/\varepsilon$, while its loss to electrons grows as $\varepsilon^{1/2}$. It crosses the high-energy part of its path losing nearly everything to electrons, and most of the damage is done after it has slowed down. An increase in the starting energy lengthens the part of the path that matters least.

The bound can be sharpened into a law. At high $\varepsilon$, soft collisions make the dropped part of (13) about $-uS_n$, which is small beside $k\varepsilon^{1/2}u$. Hard collisions that take away most of the energy are rare, since by (15) their cross-section per unit $\tau$ is about $1/(4\varepsilon^3)$. Thus

$$u\approx\frac{J}{k\varepsilon^{1/2}},\qquad J\approx\frac{\ln\varepsilon+\text{constant}}{4\varepsilon}. \tag{17}$$

The logarithm in $J$ comes from transfers between $\tau\sim1/\varepsilon$, below which screening cuts off the Rutherford law, and $\tau\sim1$. For small $\tau$ in this range $\nu(\tau)\approx\tau$, and the integrand is $d\tau/(4\varepsilon\tau)$. Above it $\nu$ stays below its finite limit, and the integral converges. Integrating (17) from $\varepsilon$ to infinity gives a remaining rise of leading order

$$\nu(\infty)-\nu(\varepsilon)\approx\frac{\ln\varepsilon}{2k\varepsilon^{1/2}}. \tag{18}$$

At the highest energies the equation therefore approaches its limit faster than the fit does, since $\ln\varepsilon/\varepsilon^{1/2}$ eventually falls below $\varepsilon^{-1/4}$. For silicon this ordering sets in only above about $10^6$ keV. Below that energy the numerical solution given next is farther from its own limit than the fit is from its own (78 % against 86 % at $10^4$ keV), and it comes within 1 % only near $2\times10^7$ keV. A slow end thus belongs to the theory as well. The power $\varepsilon^{-1/4}$ is a feature of the fit, and the value of the fit's limit need not agree with that of the equation.

The value has to be found numerically. For this purpose (13) is better without the difference of nearly equal terms. Let $\Sigma(\tau)$ be the cross-section for all transfers between $\tau$ and $\varepsilon$, so that $d\sigma=-d\Sigma$, and call the bracket in (13) $h(\tau)$. Its derivative is $h'(\tau)=u(\tau)-u(\varepsilon-\tau)$. Integration by parts gives

$$k\varepsilon^{1/2}u(\varepsilon)=-\bigl[\Sigma h\bigr]_0^\varepsilon+\int_0^\varepsilon\Sigma\,h'\,d\tau
=\int_0^\varepsilon\Sigma(\tau)\,[u(\tau)-u(\varepsilon-\tau)]\,d\tau. \tag{19}$$

The boundary terms vanish: $\Sigma(\varepsilon)=0$, and near $\tau=0$ one has $\Sigma\propto\tau^{-1/3}$ while $h\propto\tau$.

The solution starts from low energy, where electronic losses are a small correction. Put $\nu=\varepsilon-\eta$ in (13). The linear part cancels, and to lowest order in $k$

$$k\varepsilon^{1/2}=\int d\sigma\,[\eta(\varepsilon)-\eta(\varepsilon-\tau)-\eta(\tau)].$$

For small $x$, $f\approx1.309\,x^{1/3}$. With $\tau=\varepsilon w$, and hence $x=\varepsilon w^{1/2}$, equation (14) gives $d\sigma=\tfrac12(1.309)\,\varepsilon^{-2/3}w^{-4/3}dw$. The trial form $\eta=Ck\varepsilon^{7/6}$ then makes both sides proportional to $\varepsilon^{1/2}$, and

$$\frac1C=\frac{1.309}{2}\int_0^1w^{-4/3}\left[1-(1-w)^{7/6}-w^{7/6}\right]dw .$$

Integrating by parts, with boundary terms that again vanish, turns the integral into

$$\frac72\int_0^1w^{-1/3}\left[(1-w)^{1/6}-w^{1/6}\right]dw
=\frac72\left[B\!\left(\tfrac23,\tfrac76\right)-\tfrac65\right]=0.474,$$

where $B$ is the beta function. Hence $C=3.22$. Since $\eta/\varepsilon=Ck\varepsilon^{1/6}$, this explains the first power in Robinson's $g$. The fitted coefficient, 3.4008, is 6 % larger than the one derived here.

Equation (19) was solved from $\varepsilon=10^{-6}$ to $10^6$, with $u$ taken as linear in $\ln\varepsilon$ between points spaced twenty to the decade and the integral replaced by a midpoint sum in $\ln\tau$. Each equation contains $u$ at its own and lower energies, so the values follow one after another, and their integral gives $\nu$. With half as many points per decade, $\nu$ changed by no more than about 0.01 % at 41 energies between $\varepsilon=10^{-2}$ and $10^6$. The start is less exact: the lowest-order form used at $\varepsilon=10^{-6}$ omits higher powers of $k$, which makes $\nu$ too small by roughly 0.1 %, or 0.2 to 0.4 keV at 1000 keV and above, so the last digit shown there is not secure. In keV, the damage energies compare as follows.

| $E$ | $T$, fit | $T$, equation |
|---:|---:|---:|
| 10 | 6.90 | 6.84 |
| 100 | 48.8 | 47.6 |
| 1000 | 164.9 | 154.8 |
| $10^4$ | 240.6 | 239.2 |
| $10^5$ | 263.1 | 278.6 |
| $10^6$ | 271.2 | 294.9 |

Between $\varepsilon=0.01$ and 100 the largest difference is about 6.5 % of the equation's value. At high energy the equation gives more damage than the fit. At $\varepsilon=10^6$ it has reached 303 keV, after growing by 1.2 % over the last decade of energy. Equation (18) puts the remaining rise at

$$\frac{41.07\times13.8}{2\times0.1466\times1000}\ \text{keV}\approx2\ \text{keV}.$$

The equation therefore also saturates, but near 305 keV, about 9 % above the limit of the fit. The law (17) can be compared at $\varepsilon=10^4$, with $J$ integrated numerically from the solution: it gives $u=1.504\times10^{-5}$, and so does the full equation to these digits.

Both limits rest on electronic stopping that grows with speed for ever. In a Thomas–Fermi atom the typical electron speed is of order $Z^{2/3}v_0$, and the velocity-proportional law is roughly confined to slower ions. For silicon this boundary lies at

$$E=\tfrac12MZ^{4/3}v_0^2=2.35\times10^4\ \text{keV},$$

where the fit has reached 90 % of its limit. Above it, the ion loses more of its electrons, and the stopping passes through a maximum and then falls. When $v$ exceeds about $Zv_0$, which means $E=1.365\times10^5$ keV, the ion is nearly bare. Bethe's formula then gives

$$S_B=\frac{4\pi Z^3e^4}{m_ev^2}\,L,\qquad L=\ln\frac{2m_ev^2}{I}, \tag{20}$$

with $I$ the mean excitation energy of the target, taken here by the rough rule of 0.010 keV times $Z$, or 0.14 keV. To put (20) in reduced units, use $m_ev^2=2(m_e/M)\varepsilon E_L$ and $a^2E_L^2=4Z^4e^4$:

$$\frac{S_B}{\pi a^2E_L}=\frac{2Z^3e^4}{a^2E_L^2}\,\frac{M}{m_e}\,\frac{L}{\varepsilon}
=\frac{M}{m_e}\,\frac{L}{2Z\varepsilon}. \tag{21}$$

Electronic stopping now falls almost as $1/\varepsilon$, just as $J$ does. Replacing $k\varepsilon^{1/2}$ in (17) by (21) gives

$$\frac{dT}{dE}=u\approx\frac{Zm_e}{2M}\,\frac{\ln\varepsilon+\text{constant}}{L}. \tag{22}$$

Both logarithms grow as $\ln E$, so in this non-relativistic theory the slope tends to a non-zero value, which is $Zm_e/(2M)$ to leading order in $m_e/M$. The approach is only logarithmic: at $10^6$ keV the slope is still about 1.5 times this value. The damage energy then rises without bound, and the saturation is gone. The slope is small because an electron is so light: in a distant collision at a given speed it takes up far more energy than a nucleus does.

The effect is nevertheless large on the scale of 280 keV. At $1.365\times10^5$ keV the velocity-proportional law gives between three and four times the Bethe stopping, and at $10^6$ keV (1 GeV) it gives about 50 times as much. Summing the slope $J/S_B$, with $S_B$ in reduced units, by the trapezoidal rule over this interval, with the fit used for the struck atoms, adds 191 keV. The fit gives 265 keV at the lower end, so the estimate at $10^6$ keV is

$$T\approx(265+191)\ \text{keV}\approx460\ \text{keV},$$

against 271 keV from the fit alone. The starting value still relies on the fit between the two boundary energies, where the velocity-proportional law increasingly overstates the electronic loss. The figure of 460 keV is therefore an indication of size, and probably a low one. Solving (13) itself with the same abrupt change of stopping law gives about 470 keV. With $I=0.173$ keV, the value usually tabulated for silicon, and Bloch's correction to $L$, it gives about 490 keV. Joining the two laws smoothly by adding their reciprocals gives 530 to 540 keV. Relativity matters little here, since the kinetic energy is 4 % of the rest energy. At the energy where the fit comes within 1 % of its limit the ratio is 4, and the fit has no physical meaning there. A further effect is left out: head-on collisions can cause nuclear reactions once the Coulomb barrier is overcome. For two touching spheres with radii of about $1.2A^{1/3}$ fm this takes roughly $8\times10^4$ keV, and the attraction between the nuclei lowers the real barrier below that figure.

In the processing of silicon wafers, implantation energies run roughly from a few keV to a few thousand keV. For silicon recoils in this range the damage energy still grows noticeably with energy: by the fit it is 59 % of its limit at 1000 keV and 75 % at 3000 keV. What matters there is the falling share of damage: by the fit, $T/E$ is 0.69 at 10 keV, 0.49 at 100 keV and 0.16 at 1000 keV. A real wafer breaks the assumption of randomly placed atoms. An ion steered along a crystal channel meets fewer close collisions and leaves less damage energy than the model gives, by an amount that this theory cannot supply. Nor does $T$ count the defects that survive, because many recombine at the temperature of the wafer. At $10^6$ keV, far above this range, the assumption that fails is the stopping law, and replacing it raises the estimate from 271 keV to roughly 460 keV or more. That figure applies to an ion that stops in the silicon; one that passes through a thin device layer leaves only part of it there.

Numerical values quoted here were computed with a short program.
